# Wagner's parabolic rate constant as a conductivity integral over oxygen pressure: a numerical check

```python
"""Wagner's parabolic rate constant for a dense oxide scale.

Result under test:  L dL/dt = k,  with
  k = V_O R T/(8 F^2) * integral of s_ion*s_el/(s_ion+s_el) d(ln p)
from the metal-oxide equilibrium pressure p_m to the gas pressure p_g.
L: scale thickness; V_O: oxide volume per mole of O atoms;
s_ion = s_M + s_O: conductivity of cations plus oxide ions;
s_el: electronic conductivity; p: oxygen pressure in bar; u = ln p.
Units inside the program: cm, s, mol, J, C, S.
The x axis points from the metal to the gas.
"""
import numpy as np
from scipy.constants import R, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

F = physical_constants["Faraday constant"][0]
T = 1300.0
RT = R * T
V_O = 11.0             # cm^3 per mol O
M_O = 15.999           # g per mol O
dG = -130e3            # J per mol O, model formation energy
p_gas = 0.2
u_m = 2 * dG / RT
u_g = np.log(p_gas)
hours = 100.0
seconds = hours * 3600


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


def integrand(u, model):
    s_M, s_O, s_el = model(u)
    s_ion = s_M + s_O
    return s_ion * s_el / (s_ion + s_el)


def wagner_k(model, upper=u_g):
    area = quad(integrand, u_m, upper, args=(model,),
                epsabs=0, epsrel=1e-11, limit=200)[0]
    return V_O * RT / (8 * F**2) * area


def local_state(u, i_ion, model, z):
    """Solve the unreduced carrier equations at one point.

    Unknowns: gradients of mu_M, mu_O and eta_e.
    Conditions: Gibbs-Duhem, given ionic current, zero total current.
    """
    s_M, s_O, s_el = model(u)
    cation = np.array([-s_M / z, 0.0, s_M])
    anion = np.array([0.0, s_O / 2, s_O])
    electron = np.array([0.0, 0.0, s_el])
    matrix = np.array([[1.0, z / 2, 0.0],
                       cation + anion,
                       cation + anion + electron])
    grad = np.linalg.solve(matrix, np.array([0.0, F * i_ion, 0.0]))
    return grad, cation @ grad / F, anion @ grad / F


def shoot(model, z, L, upper=u_g):
    """Find the uniform ionic current joining the two equilibria."""
    def profile(i_ion, dense=False):
        def slope(x, y):
            grad = local_state(y[0], i_ion, model, z)[0]
            return [2 * grad[1] / RT]
        sol = solve_ivp(slope, (0, L), [u_m], method="LSODA",
                        rtol=1e-9, atol=1e-10, dense_output=dense)
        assert sol.success
        return sol
    s_top = max(sum(model(u)[:2]) for u in (u_m, upper))
    i_top = RT / (4 * F) * s_top * (upper - u_m) / L
    i_ion = brentq(lambda i: profile(i).y[0, -1] - upper,
                   1e-3 * i_top, i_top, xtol=1e-16, rtol=1e-11)
    return i_ion, profile(i_ion, dense=True)


# Model A: MO with doubly charged cation vacancies and holes.
X_ref = 1e-3           # vacancy site fraction at 1 bar
D_V = 1e-8
D_h = 1e-3
K_action = 4 * (X_ref / V_O)**3


def vacancy(u):
    """Mass action c*(2c)^2 = K*sqrt(p), holes = 2c."""
    return np.cbrt(K_action * np.exp(u / 2) / 4)


def vacancy_model(hole_D):
    def model(u):
        c = vacancy(u)
        return 4 * F**2 * D_V * c / RT, 0.0, 2 * F**2 * hole_D * c / RT
    return model


def defect_flux(c, slope, hole_D):
    """Vacancy flux in the internal field that stops the net current.

    field = F*(d phi/dx)/(R T); vacancy charge -2, hole charge +1.
    """
    matrix = np.array([[1.0, -2 * D_V * c],
                       [-2.0, -2 * hole_D * c]])
    rhs = np.array([-D_V * slope, 2 * hole_D * slope])
    return np.linalg.solve(matrix, rhs)[0]


c_m, c_g = vacancy(u_m), vacancy(u_g)
L_test = 1e-3
for hole_D in (D_h, D_V):
    k_int = wagner_k(vacancy_model(hole_D))
    k_closed = (3 * V_O * D_V * hole_D * (c_g - c_m)
                / (hole_D + 2 * D_V))
    gradient = (c_g - c_m) / L_test
    for c in (c_m, c_g):
        k_defect = -V_O * L_test * defect_flux(c, gradient, hole_D)
        assert close(k_defect, k_int, 1e-8)
    assert close(k_closed, k_int, 1e-8)
model_A = vacancy_model(D_h)
k_A = wagner_k(model_A)

# Moving boundary with stored vacancies: c depends on x/L only.
# s = L*(dL/dt)/D; the steady-profile value of s is delta.


def moving_boundary(X_high, delta):
    def balance(s):
        norm = quad(lambda q: np.exp(-s * q * q / 2), 0, 1,
                    epsabs=1e-13, epsrel=1e-13)[0]
        return s - delta / (1 - X_high) * np.exp(-s / 2) / norm
    s = brentq(balance, 0.1 * delta, 3 * delta, xtol=1e-17, rtol=1e-14)
    return s / delta - 1


X_g = V_O * c_g
delta_A = V_O * (c_g - c_m)
correction = moving_boundary(X_g, delta_A)
for scale in (1, 10):
    exact = moving_boundary(scale * X_g, scale * delta_A)
    leading = scale * (X_g - delta_A / 3)
    assert abs(exact - leading) < 5 * (scale * X_g)**2

# Model B: constant oxide-ion conductivity, holes as p^(1/4).
s_O_B = 1e-5
s_h_B = 1e-4


def model_B(u):
    return 0.0, s_O_B, s_h_B * np.exp(u / 4)


k_B = wagner_k(model_B)
i_B, profile_B = shoot(model_B, 2, L_test)
assert close(V_O * i_B * L_test / (2 * F), k_B, 1e-6)
i_thick = shoot(model_B, 2, 3 * L_test)[0]
assert close(i_B / i_thick, 3.0, 1e-6)
h_g, h_m = model_B(u_g)[2], model_B(u_m)[2]
k_B_closed = (V_O * RT / (8 * F**2) * 4 * s_O_B
              * np.log((s_O_B + h_g) / (s_O_B + h_m)))
assert close(k_B_closed, k_B, 1e-9)
u_cross = 4 * np.log(s_O_B / s_h_B)
x_cross = wagner_k(model_B, u_cross) / k_B
assert abs(profile_B.sol(x_cross * L_test)[0] - u_cross) < 1e-3

# Pressure derivative from complete solutions at two gas pressures.
h = 0.05
i_plus = shoot(model_B, 2, L_test, u_g + h)[0]
i_minus = shoot(model_B, 2, L_test, u_g - h)[0]
dk_num = V_O * L_test / (2 * F) * (i_plus - i_minus) / (2 * h)
dk_formula = V_O * RT / (8 * F**2) * integrand(u_g, model_B)
assert close(dk_num, dk_formula, 1e-3)
k_ion_only = V_O * RT / (8 * F**2) * s_O_B * (u_g - u_m)
k_hole_only = V_O * RT / (8 * F**2) * 4 * (h_g - h_m)
assert k_B < min(k_ion_only, k_hole_only)

# Model C: M2O3 in which cations and oxide ions both move.
s_M_C, s_O_C, s_h_C, z_C = 1e-5, 1e-6, 1e-3, 3


def model_C(u):
    factor = np.exp(u / 6)
    return s_M_C * factor, s_O_C, s_h_C * factor


k_C = wagner_k(model_C)
i_C, profile_C = shoot(model_C, z_C, L_test)
_, iM_in, iO_in = local_state(u_m, i_C, model_C, z_C)
_, iM_out, iO_out = local_state(profile_C.y[0, -1], i_C, model_C, z_C)
jM_in, jM_out = iM_in / (z_C * F), iM_out / (z_C * F)
jO_in, jO_out = -iO_in / (2 * F), -iO_out / (2 * F)
grow_outer = z_C / 2 * V_O * jM_out
grow_inner = -V_O * jO_in
interior_M = -z_C / 2 * V_O * (jM_out - jM_in)
interior_O = -V_O * (jO_out - jO_in)
assert close(interior_M, interior_O, 1e-6)
grow_total = grow_outer + grow_inner + interior_O
assert close(grow_total * L_test, k_C, 1e-6)


def thickness_um(k):
    return np.sqrt(2 * k * seconds) * 1e4


# Parabolic law from direct time integration of the shooting rate.
L_end = np.sqrt(L_test**2 + 2 * k_B * seconds)
rate_B = V_O * i_B / (2 * F)
growth = solve_ivp(lambda t, y: [rate_B * L_test / y[0]],
                   (0, seconds), [L_test], rtol=1e-9, atol=1e-13)
assert close(growth.y[0, -1], L_end, 1e-5)

k_mass_A = 2 * k_A * (M_O / V_O)**2
gain_A = np.sqrt(k_mass_A * seconds) * 1e3
sA_m, sA_g = model_A(u_m), model_A(u_g)

print("COMMON INPUTS")
print(f"temperature = {T:.0f} K")
print(f"oxide volume per mol O = {V_O:.1f} cm^3/mol")
print(f"formation energy per mol O = {dG/1e3:.0f} kJ/mol")
print(f"metal-side pressure p_m = {np.exp(u_m):.3e} bar")
print(f"gas pressure p_g = {p_gas:.2f} bar")
print(f"ln(p_g/p_m) = {u_g-u_m:.3f}")
print(f"prefactor V_O R T/(8 F^2) = {V_O*RT/(8*F**2):.4e} cm^3/(S s)")
print("MODEL A: vacancies and holes")
print(f"vacancy site fraction at 1 bar = {X_ref:.1e}")
print(f"D_V = {D_V:.1e} cm^2/s")
print(f"D_h = {D_h:.1e} cm^2/s")
print(f"site fraction, metal side = {V_O*c_m:.3e}")
print(f"site fraction, gas side = {X_g:.3e}")
print(f"cation conductivity, metal side = {sA_m[0]:.3e} S/cm")
print(f"cation conductivity, gas side = {sA_g[0]:.3e} S/cm")
print(f"hole conductivity, gas side = {sA_g[2]:.3e} S/cm")
print(f"k = {k_A:.4e} cm^2/s")
print(f"k_p = 2k = {2*k_A:.4e} cm^2/s")
print(f"mass rate constant = {k_mass_A:.4e} g^2/(cm^4 s)")
print(f"time = {hours:.0f} h")
print(f"thickness from L0=0 = {thickness_um(k_A):.2f} um")
print(f"oxygen mass gain = {gain_A:.3f} mg/cm^2")
print(f"moving-boundary correction to k = {100*correction:.4f} %")
print("MODEL B: oxide ions and holes")
print(f"oxide-ion conductivity = {s_O_B:.1e} S/cm")
print(f"hole conductivity at 1 bar = {s_h_B:.1e} S/cm")
print(f"hole conductivity, metal side = {h_m:.3e} S/cm")
print(f"hole conductivity, gas side = {h_g:.3e} S/cm")
print(f"k = {k_B:.4e} cm^2/s")
print(f"k if only ions limited = {k_ion_only:.4e} cm^2/s")
print(f"k if only holes limited = {k_hole_only:.4e} cm^2/s")
print(f"pressure of equal conductivities = {np.exp(u_cross):.3e} bar")
print(f"its position x/L from metal = {x_cross:.4f}")
print(f"dk/d ln p_g = {dk_formula:.4e} cm^2/s")
print(f"thickness after 100 h, L0=0 = {thickness_um(k_B):.2f} um")
print("MODEL C: both ions mobile, M2O3")
print(f"cation conductivity at 1 bar = {s_M_C:.1e} S/cm")
print(f"oxide-ion conductivity = {s_O_C:.1e} S/cm")
print(f"hole conductivity at 1 bar = {s_h_C:.1e} S/cm")
print(f"k = {k_C:.4e} cm^2/s")
print(f"growth share, outer face = {100*grow_outer/grow_total:.2f} %")
print(f"growth share, inner face = {100*grow_inner/grow_total:.2f} %")
print(f"growth share, interior = {100*interior_O/grow_total:.2f} %")
print("CHECKS: full carrier equations against the integral")
dev_B = abs(V_O * i_B * L_test / (2 * F) / k_B - 1)
dev_C = abs(grow_total * L_test / k_C - 1)
print(f"relative difference, B = {dev_B:.1e}")
print(f"relative difference, C = {dev_C:.1e}")
print("OK")
```

It prints:

```
COMMON INPUTS
temperature = 1300 K
oxide volume per mol O = 11.0 cm^3/mol
formation energy per mol O = -130 kJ/mol
metal-side pressure p_m = 3.575e-11 bar
gas pressure p_g = 0.20 bar
ln(p_g/p_m) = 22.445
prefactor V_O R T/(8 F^2) = 1.5965e-06 cm^3/(S s)
MODEL A: vacancies and holes
vacancy site fraction at 1 bar = 1.0e-03
D_V = 1.0e-08 cm^2/s
D_h = 1.0e-03 cm^2/s
site fraction, metal side = 1.815e-05
site fraction, gas side = 7.647e-04
cation conductivity, metal side = 5.684e-08 S/cm
cation conductivity, gas side = 2.395e-06 S/cm
hole conductivity, gas side = 1.198e-01 S/cm
k = 2.2397e-11 cm^2/s
k_p = 2k = 4.4794e-11 cm^2/s
mass rate constant = 9.4758e-11 g^2/(cm^4 s)
time = 100 h
thickness from L0=0 = 40.16 um
oxygen mass gain = 5.841 mg/cm^2
moving-boundary correction to k = 0.0516 %
MODEL B: oxide ions and holes
oxide-ion conductivity = 1.0e-05 S/cm
hole conductivity at 1 bar = 1.0e-04 S/cm
hole conductivity, metal side = 2.445e-07 S/cm
hole conductivity, gas side = 6.687e-05 S/cm
k = 1.2870e-10 cm^2/s
k if only ions limited = 3.5833e-10 cm^2/s
k if only holes limited = 4.2548e-10 cm^2/s
pressure of equal conductivities = 1.000e-04 bar
its position x/L from metal = 0.3319
dk/d ln p_g = 1.3888e-11 cm^2/s
thickness after 100 h, L0=0 = 96.26 um
MODEL C: both ions mobile, M2O3
cation conductivity at 1 bar = 1.0e-05 S/cm
oxide-ion conductivity = 1.0e-06 S/cm
hole conductivity at 1 bar = 1.0e-03 S/cm
k = 1.0544e-10 cm^2/s
growth share, outer face = 88.44 %
growth share, inner face = 84.64 %
growth share, interior = -73.07 %
CHECKS: full carrier equations against the integral
relative difference, B = 2.4e-09
relative difference, C = 5.8e-09
OK
```
